# Unbiased weights for accelerated nucleation in area-selective deposition

## What a correction factor can look like

A nucleation rate constant $\kappa$ is an inverse time. During a precursor dose of length $t_d$ it can enter a probability only through the dimensionless exposure $a=\kappa t_d$. Let $u(a)$ be the probability that one free surface site captures nothing. If capture has no memory, splitting the dose in two must give
$$u(a_1+a_2)=u(a_1)\,u(a_2).$$
The continuous decreasing solutions are exponentials, and since $\kappa$ is defined as the initial capture rate, $u(a)=e^{-a}$. The site captures with probability $1-e^{-a}$.

Suppose a simulation raises the exposure to $b=\beta a$. The ratio of true to simulated probability is then $e^{b-a}$ for a site that stays free and $(1-e^{-a})/(1-e^{-b})$ for a site that captures. Equivalent sites can be exchanged without changing any probability, so only their numbers matter. If $f$ independent sites are free and $k$ of them capture, the correction for the dose must be
$$w=\left(\frac{1-e^{-a}}{1-e^{-b}}\right)^{k}e^{(b-a)(f-k)}. \tag{1}$$
The second factor records events that did not happen. The scheme depends on keeping it.

## The surface process

In area-selective deposition a film should grow on one material and leave a neighbouring, passivated one bare. A patch of the passivated surface has $S$ residual reactive sites. An adsorbed precursor on such a site is called a seed, and $n$ is the number of seeds at the start of a dose. Each free site captures independently with exposure $a_n$. If the dose brings the number of seeds to $m$ or more, they form a permanent nucleus. Otherwise each seed survives the following purge with probability $s$.

Seeds help further capture because the co-reactant turns them into new reactive groups. This happens between precursor doses, so $a_n$ is held fixed within a dose. In atomic units, with the temperature written as an energy $\tau=k_BT$, the kinetics are
$$\Phi=\frac{p_{\rm gas}}{\sqrt{2\pi M\tau}},\qquad a_n=\Phi A\,t_d\,e^{-(E-n\delta)/\tau},\qquad s=\exp\!\left(-\nu t_p e^{-E_l/\tau}\right).$$
Here $\Phi$ is the flux of molecules of mass $M$, $A$ the area of a site, $E$ the capture barrier, $\delta$ its lowering per seed, $E_l$ the barrier for losing a seed, $\nu$ an attempt rate and $t_p$ the purge time.

A nucleus matters if it reaches height $H$ by the end of $C$ cycles. Born in cycle $c$, it grows by $g$ in each of the remaining $C-c$ cycles. The condition $g(C-c)\ge H$ gives the last dangerous dose,
$$C_n=C-\lceil H/g\rceil .$$
Failure, $F$, means that a nucleus forms by dose $C_n$.

## What goes wrong with the naive schemes

The direct scheme simulates $N$ patches and counts failures. One path contributes 1 with probability $P=P(F)$ and 0 otherwise, so its variance is $P-P^2$. The relative variance of the mean is $(1-P)/(NP)$, and a relative error $\epsilon$ needs $N=(1-P)/(P\epsilon^2)$ paths. For the process below, $P\approx7.8\times10^{-8}$, and a 10% error needs $1.3\times10^{9}$ paths.

The next idea is to accelerate capture by factors $\beta_n>1$ and multiply each failure by the capture factors in (1), which are close to $1/\beta_n$ when exposures are small. This leaves out the sites that did not react. Their factor is
$$G=\exp\Big[\sum_{\rm doses}(b_n-a_n)(f-k)\Big]\ge1,$$
so the omission never raises the contribution of a failing path, and lowers it whenever a site has stayed free during a dose. In the example this estimate is $0.195\pm0.005$ of the true value. Its small statistical error gives no sign that it is wrong by a factor of five.

## The complete path weight

With $f=S-n$, the probability of $k$ captures in a true dose is
$$D(n,k)=\binom{f}{k}(1-e^{-a_n})^k e^{-a_n(f-k)} .$$
The accelerated probability $\tilde D(n,k)$ has $b_n=\beta_na_n$ in place of $a_n$. The purge is left unchanged: $n'$ seeds become $n''$ with probability
$$L(n',n'')=\binom{n'}{n''}s^{n''}(1-s)^{n'-n''}.$$
A path $\omega$ that fails in dose $c$ has $c$ dose factors and $c-1$ purge factors. In the ratio of its two probabilities the binomial coefficients and all purge factors cancel, leaving
$$W(\omega)=\frac{P(\omega)}{\tilde P(\omega)}=\prod_{i=1}^{c}\left(\frac{1-e^{-a_{n_i}}}{1-e^{-b_{n_i}}}\right)^{k_i}e^{(b_{n_i}-a_{n_i})(f_i-k_i)} . \tag{2}$$
The path stops at failure, and so does the product. A path that reaches the end of the window without failing contributes zero.

The mean contribution of one accelerated path is
$$\sum_{\omega\in F}\tilde P(\omega)W(\omega)=\sum_{\omega\in F}\tilde P(\omega)\frac{P(\omega)}{\tilde P(\omega)}=\sum_{\omega\in F}P(\omega)=P . \tag{3}$$
The average over $N$ paths, zeros included, therefore has mean $P$ for any $N$.

The cancellation in (3) requires $\tilde P(\omega)>0$ wherever $P(\omega)>0$ in $F$. If the accelerated process forbids some failure paths, they are absent from the first sum and their probability is lost. Consider a simulation that permits at most one capture per dose, with the weight computed correctly for what it does sample. In the example, paths of this kind hold 0.723 of the failure probability, and the weighted simulation returns $0.718\pm0.028$ of the truth. The missing 28% belongs to failures with at least one multiple capture, and more sampling cannot recover it.

The factors $\beta_n$ must also be fixed before the production run. If they are chosen by looking at the production results, $\tilde P$ is no longer the fixed distribution assumed in (3), and the proof does not apply.

**Continuous time.** Many kinetic simulations record the moment of each capture. Divide the exposure into slices $\Delta t$. A capture in one slice contributes
$$\frac{1-e^{-\kappa\Delta t}}{1-e^{-\beta\kappa\Delta t}}\to\frac1\beta ,$$
while the slices without capture multiply to an exponential. Hence
$$W=\prod_j\frac1{\beta_j}\;\exp\!\int_0^{t_F}\!(\beta-1)\,\kappa f\,dt ,$$
where $j$ labels captures, $t_F$ is the failure time, and $\beta$, $\kappa$ and $f$ take their current values. This agrees with (1). A site that captures at time $t$ within a dose has weight $\beta^{-1}e^{(\beta-1)\kappa t}$. Averaging over accelerated capture times in that dose gives
$$\frac{1}{1-e^{-b}}\int_0^{t_d}\beta\kappa e^{-\beta\kappa t}\,\frac{e^{(\beta-1)\kappa t}}{\beta}\,dt=\frac{1-e^{-a}}{1-e^{-b}} .$$

## How strongly to accelerate

Unbiasedness leaves the scatter open. Define
$$M_r=\sum_{\omega\in F}P(\omega)^r\tilde P(\omega)^{1-r},$$
the accelerated mean of $W^r$ over failures. Then $M_0$ is the accelerated failure probability, $M_1=P$, and the variance per path is $M_2-M_1^2$. The fourth moment sets the scatter of the sampled $M_2$, and so the reliability of the error bar.

For this small model the moments follow from a recursion. Let $x_c(n)$ be the partial sum over paths with $n$ seeds before dose $c$, starting from $x_1(0)=1$. With $K_r=D^r\tilde D^{1-r}$,
$$x_{c+1}(n'')=\sum_n\sum_{k<m-n}x_c(n)K_r(n,k)L(n+k,n''),$$
$$M_r=\sum_{c=1}^{C_n}\sum_n x_c(n)\sum_{k\ge m-n}K_r(n,k).$$
The purge enters as $L^rL^{1-r}=L$.

**One capture is enough.** The case $m=1$ shows the compromise. Let $y$ be the accumulated true exposure of the whole patch at the first capture, and $\Lambda=Sa_0C_n$ its value at the end of the window. In continuous time the true density of $y$ is $e^{-y}$ and the accelerated density is $\beta e^{-\beta y}$. Therefore
$$M_2=\int_0^\Lambda\frac{e^{-2y}}{\beta e^{-\beta y}}dy=\frac{e^{(\beta-2)\Lambda}-1}{\beta(\beta-2)} .$$
For $\Lambda\ll1$ and $\beta\gg2$, with $z=\beta\Lambda$ and $P\approx\Lambda$, this becomes $M_2/P^2\approx(e^z-1)/z^2$. Setting the derivative to zero gives $ze^z=2(e^z-1)$, or $z\approx1.6$, where the relative variance is about 0.54. Direct counting has about $1/\Lambda$. The best acceleration thus produces between one and two expected captures per window. Below it failures remain scarce; above it the late ones are sampled too rarely.

**Several captures are needed.** Now a path can wait with $n$ seeds. One cycle with neither capture nor loss multiplies its contribution to $M_r$ by
$$q_r(n)=s^n\exp\{[(r-1)(b_n-a_n)-a_n](S-n)\}. \tag{4}$$
If $q_r(n)>1$, waiting paths make the moment grow exponentially with the length of the window. Accelerating hard in an occupied state can therefore spoil the variance, even though such states are where help is most needed.

**The ideal sampler.** Let $h_c(n)$ be the true probability of later failure before dose $c$, and $v_c(n)$ the same probability after it, with $v_c=1$ once a nucleus exists. They obey
$$h_c(n)=\sum_kD(n,k)v_c(n+k),\qquad v_c(n')=\sum_{n''}L(n',n'')h_{c+1}(n'').$$
Sample doses from $D\,v_c/h_c$ and purges from $L\,h_{c+1}/v_c$. Both are normalized by these equations. The weight is a product of inverse ratios,
$$W=\frac{h_1}{v_1}\,\frac{v_1}{h_2}\,\frac{h_2}{v_2}\cdots\frac{h_c}{v_c}=h_1(0)=P,$$
because neighbouring terms cancel and the last $v_c$ is 1. Every path fails and carries the same weight, so the variance is zero. In the example, 100 such paths gave weights equal to $P$ to a relative $6\times10^{-15}$. The method needs the unknown answer beforehand, so its practical use is as a guide.

## The algorithm

1. Choose $\beta_n$ from a pilot calculation, then keep them fixed.
2. Start each path with $n=0$ and $\log W=0$.
3. In each dose, draw $k$ from the accelerated binomial distribution and add the logarithm of (1), including when $k=0$.
4. If $n+k\ge m$, record $W$ and stop. Otherwise apply the true purge and continue.
5. If dose $C_n$ passes without failure, record zero.
6. Average all records and divide their sample standard deviation by $\sqrt N$ to estimate the standard error.

## A worked process

The example has $T=423$ K, a precursor pressure of 0.10 Torr, a mass of 190 u, $A=0.20\ \mathrm{nm^2}$, $t_d=0.5$ s and $t_p=5.0$ s. A patch of $100\ \mathrm{nm^2}$ has $S=12$ sites and needs $m=4$ seeds. The energies are $E=0.70$ eV, $\delta=0.04$ eV and $E_l=1.20$ eV, with $\nu=10^{13}\ \mathrm{s^{-1}}$. A growth of 0.05 nm per cycle for 200 cycles and a failure height of 2.5 nm give $C_n=200-50=150$.

Each site is hit $2.478\times10^4$ times per second. With $\tau=0.03645$ eV,
$$a_0=(2.478\times10^4)(0.5)\,e^{-0.70/0.03645}=5.66\times10^{-5}.$$
Each seed multiplies this by $e^{0.04/0.03645}=3.0$, up to $a_3=1.52\times10^{-3}$. Seeds are lost at $0.0504\ \mathrm{s^{-1}}$, so $s=e^{-0.252}=0.777$.

On a coarse grid, the smallest fourth moment occurs at $\beta_n=20,45,30,15$ for $n=0,1,2,3$. The value 20 is the largest tried for $n=0$, but raising it alone to 25 makes the fourth moment larger. Equation (4) then gives $q_4(n)=0.99,\,0.94,\,0.82$ for $n=1,2,3$: waiting in an occupied state does not inflate even the fourth moment. By contrast, the ideal sampler's ratios $v(n+1)/v(n)$ in mid-window are 22, 135, 109 and 83. Using 83 as a plain acceleration at $n=3$ would give $q_2(3)=1.4$, a growing second moment. The ideal sampler does not use these ratios as plain accelerations: it normalizes its dose probabilities, changes the purge as well, and follows the time remaining.

Take one path to see the weight at work. It has 99 empty doses, then one capture in each of four successive doses, with no seed lost. The capture factor is $2.52\times10^{-6}$, slightly above $1/(20\cdot45\cdot30\cdot15)=2.47\times10^{-6}$ because accelerated capture begins to saturate. The empty doses add
$$99\times12\times19\times5.66\times10^{-5}=1.28$$
to the logarithm, and the sites left free in the four capture doses add 0.39. The non-capture factor is $e^{1.67}=5.3$, and $W=1.34\times10^{-5}$.

The recursion gives $P=7.85\times10^{-8}$ per patch. A run of 200,000 weighted paths gives $(7.72\pm0.27)\times10^{-8}$, half a standard error below. The same number of direct paths would produce 0.016 failures on average; the accelerated run produced about 5,100. To test the recursion without weights, the barrier was lowered to 0.58 eV and every site followed individually. The recursion gives 0.0238 and 20,000 direct paths give $0.0258\pm0.0011$, a difference of 1.8 standard errors.

The relative variance per weighted path is 238. It can be separated using
$$\frac{M_2}{P^2}=\frac1{M_0}\,\frac{M_2/M_0}{(P/M_0)^2} .$$
With $M_0=0.0258$, the first factor is 39, from the scarcity of failures even after acceleration. The second is 6.2, from unequal weights among them. A 10% relative error needs $238/0.01\approx2.4\times10^4$ paths, fewer than direct counting by a factor of $5.4\times10^4$. This compares numbers of paths, not computing time, and leaves out the pilot calculation. The best uniform factor scanned, 30, has relative variance 325, not far above 238. But (4) gives $q_4(3)=1.5$ for it, so its fourth moment exceeds that of the tuned factors by about twenty orders of magnitude and its sampled error bar is not under control. Here tuning each state buys mainly a reliable error bar.

Too much acceleration is deceptive. With a uniform factor of 300, 39 of 40 batches of 5,000 paths fell below the truth, and the median batch gave 0.10 of it. The estimator is still unbiased: rare batches with very large weights restore the mean. Part of the deficit follows from the first capture. Its accelerated exposure is $12\times300\times5.66\times10^{-5}=0.204$ per dose, so among 5,000 paths the longest initial empty period is typically near $\ln(5000)/0.204\approx42$ doses. True failures are spread over all 150. That accounts for a reduction to roughly 0.3; the causes of the further reduction were not separated.

## From the model to a real surface

The pressure, times, temperature and growth per cycle are rough values in the regime of titanium dioxide deposition from titanium tetrachloride and water on passivated silica. The residual density, 0.12 sites per $\mathrm{nm^2}$, stands for a well-passivated surface; hydroxylated silica has roughly a few per $\mathrm{nm^2}$. The barriers and the four-seed nucleus are model choices, not measured properties. So is the common loss rate: seeds already converted by the co-reactant may be bound more firmly than fresh ones, which would make failure more likely. If patches are independent, $10^{12}$ of them per $\mathrm{cm^2}$ give $7.8\times10^4$ failures per $\mathrm{cm^2}$. This is not a forecast, since a real surface has neither identical patches nor one sharply known barrier.

The sensitivities show how far these assumptions matter, each changed with the other inputs fixed:

- Lowering every capture barrier by 0.05 eV multiplies $P$ by 227. Four captures alone suggest $e^{4(0.05)/0.03645}=242$.
- A Poisson-distributed site number with mean 12 multiplies $P$ by 1.73. Four different sites can be chosen in turn in $S(S-1)(S-2)(S-3)$ ways, whose mean for a Poisson-distributed $S$ is $12^4$. This suggests $12^4/(12\cdot11\cdot10\cdot9)=1.75$.
- Doubling the area over which seeds cooperate, at fixed site density, multiplies the failure density by 10.4. The same counting gives $\tfrac12(24\cdot23\cdot22\cdot21)/(12\cdot11\cdot10\cdot9)=10.7$.
- Letting seeds help capture at once, and be lost during the dose, multiplies $P$ by 1.28.
- Cooling by 5 K multiplies $P$ by 1.63, and warming by 5 K by 0.58. In a rough estimate $P\propto a_0a_1a_2a_3/(\text{loss rate})^3$, the barriers combine to $3(1.20)-2.56=1.04$ eV in favour of cooling, a factor of 1.4 for 5 K. Seeds are lost more slowly, which outweighs their slower capture. The estimate holds only while seeds often survive one purge yet are lost well within the window, and the sign changes on both sides of that range. With a loss barrier 0.1 eV higher, seeds last through much of the window, $P$ tends to follow $a_0a_1a_2a_3$, and cooling lowers it. With one 0.15 eV lower, no seed survives a purge, failure needs four captures in one dose, $P\propto a_0^4$, and cooling again lowers it.

Among these changes, those of the capture barrier and the cooperation area have the largest effects, far above the 3.5% sampling error. The effects on $P$ of the loss barrier, the attempt rate, $\delta$ and $m$ are not in this list and may be as large. The weight removes the bias due to acceleration; it cannot correct the rates or the nucleation mechanism supplied to it. The numerical output below gives the remaining digits.

## Calculated quantities

```
temperature: 423 K; kT: 0.03645 eV
precursor pressure: 0.10 Torr; mass: 190 u
site area: 0.20 nm^2; patch area: 100 nm^2
dose time: 0.5 s; purge time: 5.0 s
capture barrier: 0.70 eV; lowering per seed: 0.04 eV
loss barrier: 1.20 eV; attempt rate: 1.0e+13 1/s
reactive sites: 12; seeds for a nucleus: 4
total cycles: 200; growth: 0.05 nm/cycle
failure height: 2.5 nm; last dangerous dose: 150
precursor hits per site: 2.4782e+04 1/s
capture exposure a[n], n=0..3: 5.663e-05, 0.0001697, 0.0005084, 0.001523
seed loss rate: 0.05044 1/s; survival per purge: 0.77710
easy-case barrier: 0.58 eV; direct paths: 20000
easy-case failure, recursion: 0.02382
easy-case failure, direct: 0.02575 +/- 0.00108
acceleration factors, n=0..3: 20, 45, 30, 15
ideal single-capture future ratios, mid-window: 22.41, 135.4, 108.9, 83.1
failure probability per patch, recursion: 7.84835e-08
weighted paths: 200000; estimate: 7.71770e-08
standard error, sample: 2.71e-09; exact: 2.71e-09
accelerated failure fraction, recursion: 0.02577
accelerated failure fraction, sampled: 0.02548
second moment, recursion: 1.4710e-12; sampled: 1.4750e-12
relative standard error of second moment: 0.1355
relative variance per path: 237.81
best scanned uniform factor: 30; relative variance: 325.27
failure density: 7.8483e+04 1/cm^2
target relative standard error: 0.10
direct paths needed: 1.274e+09; weighted: 2.378e+04
path-number reduction factor: 5.358e+04
estimate without non-capture factors / truth: 0.1948 +/- 0.0052
single-capture paths / all failures, recursion: 0.7234
single-capture estimate / truth: 0.7176 +/- 0.0282
excessive uniform factor: 300; batches: 40; paths per batch: 5000
median excessive batch / truth: 0.1018
share of excessive batches below truth: 0.975
explicit path: 99 empty doses, then 4 single captures
its capture factor: 2.52474e-06; non-capture: 5.30166
its full weight: 1.33853e-05
largest relative weight deviation, ideal sampling: 6.0e-15
immediate enhancement and dose loss / model: 1.2775
Poisson site number / fixed number: 1.7298
double capture-zone area, failure density ratio: 10.4469
temperature shift -5, +5 K, probability ratio: 1.626, 0.5819
barrier shift -0.05, +0.05 eV, probability ratio: 227, 0.004207
```
